Measurement rate and dephasing rate of a point-contact charge detector

## First half: the two rates

A quantum point contact lies close to a double quantum dot that holds one electron. The electron sits in the left dot (state 0) or in the right dot (state 1), and its electric field changes the potential in the contact. The current through the contact therefore carries information about the charge state. The contact also destroys the coherence between the two states. The problem is to compare the rates of these two processes.

The following assumptions hold unless a part says otherwise. Tunnelling between the dots is switched off, so the charge state does not change. The contact has one spin-resolved channel, and its electrons do not interact with each other. The temperature is zero, and a voltage V fills the left lead to an energy eV above the right lead. For an electron coming from the left with energy E, the contact has reflection amplitude r_j(E) and transmission amplitude t_j(E), where j = 0, 1 is the charge state. The probabilities are R_j = |r_j|² and T_j = |t_j|² = 1 − R_j. Inside the bias window the amplitudes are continuous, 0 < T_j < 1, and the overlap r₁*r₀ + t₁*t₀ does not vanish.

### (a) Coherence, distinguishability and a general bound

**Question.** The double dot starts in c₀|0⟩ + c₁|1⟩ and the detector in |χ⟩. Find the factor by which the detector reduces the coherence. Let P_j(n) be the probability that n electrons have passed to the right after a time t in state j. Relate the coherence to these two distributions.

**Solution.** Because the charge state is fixed, the Hamiltonian is a sum of two blocks,

H = |0⟩⟨0| ⊗ H₀ + |1⟩⟨1| ⊗ H₁.

Each block moves the detector in its own way, and after the time t the joint state is

c₀|0⟩|χ₀⟩ + c₁|1⟩|χ₁⟩, with |χ_j⟩ = exp(−iH_j t/ħ)|χ⟩.

The off-diagonal element of the double dot's density matrix follows from the trace over the detector. Since Tr|χ₀⟩⟨χ₁| = ⟨χ₁|χ₀⟩,

ρ₀₁(t) = c₀c₁* ⟨χ₁|χ₀⟩.

The energies of the dots contribute only a phase, which can be absorbed in H_j. The modulus of the overlap measures the remaining coherence, and its long-time decay defines the dephasing rate Γ_φ:

|⟨χ₁|χ₀⟩| ~ exp(−Γ_φ t).

The sign ~ means equality of the exponents to leading order in t.

Let the detector start with a definite number of electrons on each side. Then n is the change of the number on the right, and the projectors Π_n on the values of n satisfy Σ_n Π_n = 1. Inserting this sum gives

⟨χ₁|χ₀⟩ = Σ_n ⟨χ₁|Π_n|χ₀⟩.

Since Π_n = Π_n², each term is the scalar product of Π_n|χ₁⟩ and Π_n|χ₀⟩. The squared lengths of these vectors are P₁(n) and P₀(n). The triangle inequality for the sum, followed by the Cauchy–Schwarz inequality for each term, gives

|⟨χ₁|χ₀⟩| ≤ Σ_n √(P₀(n)P₁(n)) ≡ B(t).

The quantity B equals 1 when the two distributions coincide and 0 when no value of n occurs in both. It also limits the error of an observer who must guess j from n. For equal prior probabilities the best guess fails with probability

p_err = ½ Σ_n min(P₀(n), P₁(n)) ≤ ½ B(t),

because the smaller of two numbers is at most their geometric mean. I define the measurement rate Γ_m by

B(t) ~ exp(−Γ_m t).

The bound on the overlap holds at every time. If Γ_m were larger than Γ_φ, the right side would eventually fall below the left side. Hence

Γ_m ≤ Γ_φ.

Nothing about scattering has entered so far. The bound says that B, which measures how alike the two counting distributions are, cannot decay at a higher rate than the coherence. It does not say when the two rates agree, and for that both must be calculated.

### (b) The dephasing rate

**Question.** Express Γ_φ through the scattering amplitudes.

**Solution.** The detector state is a Slater determinant of occupied orbitals φ_a. The overlap of two Slater determinants is the determinant of their orbital overlaps,

⟨χ₁|χ₀⟩ = det M, M_ab = ⟨φ_a|exp(iH₁t/ħ) exp(−iH₀t/ħ)|φ_b⟩.

A unitary change of basis among the occupied orbitals turns M into V†MV and leaves det M unchanged. We may therefore choose orbitals that make M simple.

Divide the energy axis into cells of width Δ, so narrow that the amplitudes are nearly constant in each. In one cell, use incoming wave packets labelled by an integer m, with energy amplitudes

w_m(E) = exp(2πi m E/Δ)/√Δ.

They are the functions of a Fourier series on the cell, hence orthonormal and complete there. The factor exp(2πi m E/Δ) shifts the arrival time by m h/Δ. Packets of one cell therefore reach the contact at intervals h/Δ, and tΔ/h of them arrive during the time t.

In the bias window, packets from the left are occupied and packets from the right are empty. A packet from the left leaves as a superposition, with amplitude r_j in the left lead and t_j in the right lead. The overlap of the two possible outgoing states of packet m is

r₁*r₀ + t₁*t₀.

Outgoing states of different packets in one cell remain orthogonal, because constant amplitudes multiply their vanishing overlap. Those of different cells remain orthogonal because scattering conserves energy. In the window M is thus diagonal.

Below the window, packets from both leads are occupied. Each pair contributes the 2×2 block S₁†S₀, where S_j is the full scattering matrix. This block is unitary, so its determinant has modulus 1. The filled states below the window change the phase of the coherence but not its modulus at this order. States above the window are empty and do not appear.

The modulus of the determinant is therefore a product over the cells in the window,

|⟨χ₁|χ₀⟩| ≈ Π_cells |r₁*r₀ + t₁*t₀|^(tΔ/h).

Taking the logarithm and letting the cells become narrow after t has become long gives

Γ_φ = −∫ dE/h ln|r₁*r₀ + t₁*t₀|,

where the integral, here and below, runs over the bias window.

This is a leading-order argument for long times. It treats each packet as either scattered or not yet scattered. A packet with sharp energy limits has a density that falls as the inverse square of the distance in time from its centre. If its centre is m intervals from the start or the end of the observation, a fraction of order 1/m lies on the wrong side. The sum of these fractions grows as the logarithm of the number of packets, whereas the exponent kept above grows as the number itself. This estimate suggests corrections of order ln t in the exponent, which do not change the rate. Part (h) compares the formula with a calculation that does not use packets.

### (c) The measurement rate

**Question.** Find Γ_m for the total transmitted charge, allowing T_j to depend on energy.

**Solution.** Use the same packets. An occupied packet in the window ends on the right with probability T_j and on the left with probability R_j. Its factor in the average of exp(λn), with λ real, is R_j + T_j exp(λ). The outgoing packets are orthogonal in each lead separately, so the determinant for this average is diagonal and the factors multiply. Below the window both outgoing packets of a pair are filled. One electron then enters the right lead for each one that came from it, and n does not change. Hence, to leading order in t,

⟨exp(λn)⟩_j = exp[t G_j(λ)], G_j(λ) = ∫ dE/h ln[R_j + T_j exp(λ)].

The first two derivatives of G_j are

G_j′(λ) = ∫ dE/h T_j exp(λ)/[R_j + T_j exp(λ)],

G_j″(λ) = ∫ dE/h R_jT_j exp(λ)/[R_j + T_j exp(λ)]².

At λ = 0 they give the mean and the variance of n per unit time. The second derivative is positive, so G_j is strictly convex.

To find the decay of B, define reweighted distributions

Q₀(n) = P₀(n) exp[λn − tG₀(λ)],

Q₁(n) = P₁(n) exp[−λn − tG₁(−λ)].

To the leading order in t kept in the exponents, each sums to 1 by the definition of G_j. In the product Q₀Q₁ the factors exp(λn) and exp(−λn) cancel, so

B(t) = exp[tF(λ)] Σ_n √(Q₀(n)Q₁(n)), F(λ) = ½[G₀(λ) + G₁(−λ)].

This holds for every real λ. The remaining sum is at most 1 by the Cauchy–Schwarz inequality, so B ≤ exp[tF(λ)]. The best of these bounds uses the minimum of F. A minimum exists and is unique, because F is strictly convex and grows without limit for λ → ±∞.

The best bound also gives the true exponent. At the minimum λ = λ*, the derivative of F vanishes:

G₀′(λ*) = G₁′(−λ*).

These are the means of Q₀ and Q₁ divided by t. The two reweighted distributions are thus centred at the same n. Each describes many independent trials, so near its centre it approaches a Gaussian whose width σ_j grows as √t. The sum becomes the overlap integral of the square roots of two concentric Gaussians,

Σ_n √(Q₀Q₁) → √[2σ₀σ₁/(σ₀² + σ₁²)].

The ratio σ₀/σ₁ does not depend on t, so this is a constant. All the exponential decay is in the prefactor, and

Γ_m = −min_λ F(λ) = −½ min_λ ∫ dE/h {ln[R₀ + T₀exp(λ)] + ln[R₁ + T₁exp(−λ)]}.

One number λ serves the whole window. The counter knows how many electrons passed but not at which energies.

### (d) Where information is lost

**Question.** Derive Γ_m ≤ Γ_φ again from the two explicit formulas, and find the necessary and sufficient conditions for equality.

**Solution.** Put x = exp(λ) > 0 and multiply the arguments of the two logarithms at one energy:

(R₀ + T₀x)(R₁ + T₁/x) = R₀R₁ + T₀T₁ + T₀R₁x + R₀T₁/x.

The last two terms have the product T₀R₁R₀T₁, independent of x. Their sum is at least twice the square root of that product, so

(R₀ + T₀x)(R₁ + T₁/x) ≥ R₀R₁ + T₀T₁ + 2√(R₀R₁T₀T₁) = [√(R₀R₁) + √(T₀T₁)]².

Equality requires the two terms to be equal, which means

x² = R₀T₁/(T₀R₁).

Half the logarithm, integrated over the window, gives F(λ) ≥ −Γ_res for every λ, with

Γ_res = −∫ dE/h ln[√(R₀R₁) + √(T₀T₁)].

Therefore Γ_m ≤ Γ_res. The new rate has a direct meaning. For one electron with two outcomes, the sum of √(P₀P₁) is √(R₀R₁) + √(T₀T₁). If the outcome of every packet were recorded together with its energy cell, these factors would multiply. Γ_res is the measurement rate of this energy-resolved record.

The triangle inequality for two complex numbers gives the second step,

|r₁*r₀ + t₁*t₀| ≤ |r₁||r₀| + |t₁||t₀| = √(R₀R₁) + √(T₀T₁).

The negative logarithm reverses the order, so the complete chain is

Γ_m ≤ Γ_res ≤ Γ_φ.

The second inequality is an equality if and only if r₁*r₀ and t₁*t₀ have the same phase throughout the window. Their phases are arg r₀ − arg r₁ and arg t₀ − arg t₁. Rearranged, the first condition reads

(i) arg(r₀/t₀) = arg(r₁/t₁), up to multiples of 2π.

The first inequality is an equality if and only if one x satisfies its condition at every energy, which requires

(ii) T₀R₁/(R₀T₁) independent of energy.

Continuity of the amplitudes excludes exceptions at single energies. Together, (i) and (ii) are necessary and sufficient for Γ_m = Γ_φ.

Condition (ii) is weaker than the statement that the transmission must not depend on energy. T₀ and T₁ may vary strongly, provided the ratio of their odds T/R is constant. The likelihood ratio of an energy-resolved record shows why. Its logarithm is a sum of ln(T₀/T₁) over transmitted electrons and ln(R₀/R₁) over reflected ones. Writing the sum as if all electrons had been reflected, and then correcting for those transmitted, gives

ln(likelihood ratio) = Σ_all ln(R₀/R₁) + Σ_transmitted ln[T₀R₁/(R₀T₁)].

The first sum is the same for every record. If the second logarithm is constant, that sum equals n times the constant. The total count then contains everything the energies could have told about j. Otherwise, some of the information is lost when only n is kept.

## Second half: phases, weak coupling and examples

The amplitudes r_j, t_j and probabilities R_j, T_j describe one channel in charge state j. Integrals over E cover the bias window eV. Γ_φ is the decay rate of the overlap of the two detector states, and Γ_m is that of B = Σ_n √(P₀(n)P₁(n)), where n is the transmitted charge number. Γ_res is the corresponding rate when energies are recorded too. The first half found

Γ_φ = −∫ dE/h ln|r₁*r₀ + t₁*t₀|,

Γ_res = −∫ dE/h ln[√(R₀R₁) + √(T₀T₁)],

Γ_m = −½ min_λ ∫ dE/h {ln[R₀ + T₀exp(λ)] + ln[R₁ + T₁exp(−λ)]},

and Γ_m ≤ Γ_res ≤ Γ_φ. Both inequalities become equalities when (i) arg(r/t) is the same in both charge states and (ii) the odds ratio T₀R₁/(R₀T₁) is constant across the window.

### (e) The information in the phases

**Question.** When does symmetry ensure condition (i)? Can the information in the phases be recovered?

**Solution.** Suppose the contact is symmetric under reflection about one plane, the same plane for both charge states. With phases referred to this plane, the amplitudes from the left and from the right are equal. The columns of the scattering matrix are then (r, t) and (t, r), and their orthogonality requires

r*t + t*r = 2 Re(r*t) = 0.

So r/t is imaginary and arg(r/t) is π/2 or −π/2. Condition (i) holds if the sign is the same in both charge states. Symmetry alone does not guarantee this, since r/t changes sign where r passes through zero, as at a resonance. The symmetry must also be one of the whole Hamiltonian. A magnetic field perpendicular to the electron gas breaks it even for a symmetric potential. The transmission amplitudes from the two sides can then differ in phase, and condition (i) can fail.

The common plane matters. If the charge moves an otherwise unchanged contact by a distance a, the reflected wave travels an extra distance 2a. At wave number k, r gains the factor exp(2ika), while t is unchanged. The current is the same in both states, yet the outgoing waves differ.

An interferometer can recover this information. The outgoing state of one electron is a vector u_j = (r_j, t_j). After an overall phase is removed, the overlap of u₀ and u₁ is a real number cos θ, with 0 ≤ θ ≤ π/2. In a suitable orthonormal basis the vectors are

u₀ = (cos(π/4 − θ/2), sin(π/4 − θ/2)),

u₁ = (cos(π/4 + θ/2), sin(π/4 + θ/2)).

All components are non-negative. For a measurement in this basis, the sum of √(P₀P₁) is the sum of the products of components, which is cos θ = |r₁*r₀ + t₁*t₀|. Combining the two outgoing beams in this basis, separately at each energy, and recording the results gives a measurement rate equal to Γ_φ. The missing information is thus present in the detector, but the charge count does not read it.

### (f) Weak coupling

**Question.** Expand both rates for a small effect of the charge on the contact, and express Γ_m through current and noise.

**Solution.** Let T₀ = T − δT/2 and T₁ = T + δT/2, with R = 1 − T. Let δβ be the difference of arg(r/t) between the two states. To second order,

√(T₀T₁) = √(T² − δT²/4) ≈ T − δT²/(8T),

√(R₀R₁) = √(R² − δT²/4) ≈ R − δT²/(8R).

Since 1/T + 1/R = 1/(TR), the sum of the two roots is 1 − δT²/(8TR). With the relative phase δβ between them,

|r₁*r₀ + t₁*t₀|² = [√(R₀R₁) + √(T₀T₁)]² − 2√(R₀R₁T₀T₁)(1 − cos δβ).

The last term is −TRδβ² to second order. Half the logarithm gives

Γ_φ ≈ ∫ dE/h [δT²/(8TR) + TRδβ²/2].

The first term is the information in the transmission probabilities, and the second is the information in the phases.

For Γ_m the minimum lies at small λ. Expanding each logarithm to second order in λ gives

ln[R₀ + T₀exp(λ)] ≈ λT₀ + λ²T₀R₀/2,

ln[R₁ + T₁exp(−λ)] ≈ −λT₁ + λ²T₁R₁/2.

Their sum is −λδT + λ²TR to the order needed. The minimum of its integral is at λ = ∫δT dE/(2∫TR dE), and inserting this value gives

Γ_m ≈ (∫δT dE)²/(8h ∫TR dE).

The currents differ by ΔI = (e/h)∫δT dE. To leading order in t, the variance of the transmitted charge is St, with

S = (e²/h)∫TR dE = ∫ dt ⟨⟨I(t)I(0)⟩⟩,

where the double brackets denote the correlation of current fluctuations. Therefore

Γ_m ≈ (ΔI)²/(8S).

With the one-sided noise 2S, the 8 becomes a 4. The bound is now the Cauchy–Schwarz inequality over energy,

(∫δT dE)² = [∫ (δT/√(TR)) √(TR) dE]² ≤ ∫ δT²/(TR) dE ∫ TR dE.

Equality requires δT/(TR) to be constant. Because d ln(T/R) = dT/(TR), this is condition (ii) for a small change.

### (g) A saddle-shaped contact

**Question.** A contact has

T = 1/{1 + exp[−2π(E − U)/ħω]},

a bias of 0.5 mV and ħω = 1 meV. The charge raises the barrier U from −0.025 to +0.025 meV, measured from the middle of the window. Find the rates. Then include, separately, an additional phase difference δβ = 0.1 rad, or a change of ħω to 0.8 meV in state 1.

**Solution.** These are round model parameters. I take r/t = −i√(R/T) in both states, as mirror symmetry permits, except where the extra phase is added. The energy integrals are evaluated by Gauss–Legendre quadrature with 60 points, and the minimum over λ is found numerically.

The odds are T/R = exp[2π(E − U)/ħω]. In the ratio of the odds, the energy cancels:

ln[T₀R₁/(R₀T₁)] = 2π(U₁ − U₀)/ħω = 2π × 0.05 = 0.314.

Condition (ii) holds, although T₀ rises from 0.196 to 0.849 across the window. Electrons arrive at the rate eV/h = 120.9 per ns. The three rates coincide:

Γ_m = Γ_res = Γ_φ = 0.311 per ns.

The measurement time is 1/Γ_m = 3.21 ns, during which 120.9 × 3.21 ≈ 388 electrons arrive.

The weak-coupling formula can be followed by hand. The currents are 10.320 nA and 9.051 nA, so |ΔI| = 1.269 nA. With the mean noise of the two states, S = 6.456 × 10⁻²⁸ A² s,

(ΔI)²/(8S) = (1.269 × 10⁻⁹ A)²/(8 × 6.456 × 10⁻²⁸ A² s) = 3.12 × 10⁸ s⁻¹ = 0.312 per ns.

The extra phase leaves the probabilities unchanged, so Γ_m and Γ_res stay at 0.311 per ns. Dephasing rises to Γ_φ = 0.437 per ns, and the efficiency is

Γ_m/Γ_φ = 0.3112/0.4374 = 0.711.

The increase is 0.126 per ns. The phase term of part (f) gives (S/e²)δβ²/2. With S/e² = 25.1 per ns this is 25.1 × 0.005 = 0.126 per ns.

If the curvature changes instead, the logarithm of the odds ratio depends on energy. With E in meV,

2π[(E + 0.025)/1.0 − (E − 0.025)/0.8] = 2π(0.05625 − 0.25E).

It falls from 0.746 at the lower edge to −0.039 at the upper edge. The rates are Γ_φ = Γ_res = 0.503 per ns and Γ_m = 0.374 per ns, with efficiency 0.745. Here the phases hide nothing, and the loss comes from not knowing the energies. The measurement rate is higher than for the shift alone, but the dephasing rate has risen by a larger factor.

### (h) Many-electron states on a lattice

**Question.** How do the long-time formulas compare with the overlap and charge statistics of a finite wire?

**Solution.** Take a chain of 600 sites with hopping −J, cut into two halves, and fill the left half to a higher energy than the right. The bias window runs from −0.4958J to 0.4958J. Connect the halves through a contact at time zero and propagate all occupied orbitals with the exact eigenstates of the chain. The determinant of part (b) then gives the overlap without packets. The eigenvalues p of the one-particle density matrix restricted to the right half give the charge distribution, since the number there is distributed as a sum of independent trials with probabilities p. A constant, a linear term and a term in ln t are fitted to each logarithm between times 80 and 280 ħ/J, before a disturbance made at the contact can return from the ends. The finite length still affects the fits, and its influence does not begin at a particular time. For the first contact below, with the linear decay removed, ln B for 600 and for 1200 sites differs by 0.002 at time 80 and 0.005 at time 120, and the difference grows smoothly to 0.05 at time 280. Rates below are in J/ħ. The formulas use the amplitudes of the same contacts.

First, let the charge change the contact bond from 0.4J to 0.7J. For a bond wJ between sites 0 and 1, write the wave as exp(ikn) + r exp(−ikn) on the left and t exp(ikn) on the right, with E = −2J cos k. Comparing the equations at sites 0 and 1 with those of an uncut chain gives

exp(ik) + r exp(−ik) = w t exp(ik), t = w(1 + r).

Eliminating one amplitude at a time gives

r/t = (1 − w²)exp(ik)/(2iw sin k).

For w < 1 the phase does not depend on w, and in the odds ratio sin k cancels. Both conditions hold, and the formulas give Γ_m = Γ_φ = 0.01750. The propagated states give 0.01750 for dephasing and 0.01821 for measurement. The second value is 4% above the formula and above the fitted Γ_φ. This does not violate the bound, which concerns the quantities at each time: at the last time the overlap is 0.0074 and B is 0.0086. Most of the excess comes from the finite length: for a chain of 1200 sites with nearly the same window, fitted over the same interval of time, the measurement rate lies only 0.7% above the formula.

Second, use a bond of 0.6J and put a site energy 0.4J on the site to its left in state 0 and to its right in state 1. The two contacts are mirror images, so T₀ = T₁ and Γ_m = 0. Their reflection phases differ, and Γ_φ = 0.02028. The fitted dephasing rate is 0.02018. At the last time the overlap is 0.0034, while B is 1.000 to the digits given. The charge count is blind, but the coherence is nearly gone.

Third, attach a single level by two bonds of 0.55J and move its energy ε from −0.4J to −0.8J. With the level at site 0 and w = 0.55, the equations at its neighbours give t = 1 + r. The equation at the level then gives

r/t = i[(1 − w²)E − ε]/(2w²J sin k).

This vanishes at E = −0.57J and −1.15J, both below the window, so r/t has the same sign in both states. Condition (i) holds. The odds ratio is

{[(1 − w²)E − ε₁]/[(1 − w²)E − ε₀]}²,

which depends on energy. The formulas give Γ_φ = Γ_res = 0.01118 and Γ_m = 0.00952. The fits give 0.01097 and 0.00982, within 4% of the respective formulas and in the predicted order. For 1200 sites the fitted measurement rate lies 0.6% above the formula instead of 3%.

### (i) What the bound does and does not say

**Question.** Does the bound survive if the measurement rate is defined by the smallest error probability? Which assumptions does it need?

**Solution.** Let p_err ~ exp(−Ct). Part (a) gave p_err ≤ B/2, so C ≥ Γ_m. For the other side, the product P₀P₁ equals its smaller factor times its larger one. The Cauchy–Schwarz inequality gives

B² ≤ Σ_n min(P₀, P₁) Σ_n max(P₀, P₁) ≤ 2 Σ_n min(P₀, P₁) = 4p_err,

since the larger of two probabilities is at most their sum. Hence

Γ_m ≤ C ≤ 2Γ_m ≤ 2Γ_φ.

C can exceed Γ_φ. Take energy-independent T₀ = 0.001 and T₁ = 0.3 with equal phases. Per arriving electron, Γ_m = Γ_φ = −ln[√(0.999 × 0.7) + √(0.001 × 0.3)] = 0.158. The error probability computed from the binomial distributions falls, between 1000 and 2000 electrons, with an exponent of 0.183 per electron. The statement Γ_m ≤ Γ_φ therefore belongs to the definition through B.

The general bound of part (a) does not need independent electrons or zero temperature. For an initial detector density matrix ρ, with U_j = exp(−iH_jt/ħ), the term for each n is

Tr[(√ρ U₁†Π_n)(Π_nU₀√ρ)],

and the Cauchy–Schwarz inequality for traces again bounds its modulus by √(P₀(n)P₁(n)), where P_j(n) is now the distribution of the number on the right at time t. For the transmitted charge, the initial number m must be measured as well. If ρ commutes with the number on the right, the same step applies to each pair (m, n), and keeping only n − m can only increase B, so the bound holds. Otherwise the first measurement changes the state, and the bound can fail. Take one electron in an equal superposition of left and right, left alone in state 0 and moved to the other side in state 1. The overlap has modulus 1, while the measured change is 0 in one state and ±1 in the other, so B = 0. The explicit rates and the equality conditions do use the assumptions of scattering theory at zero temperature. If the electron tunnels between the dots during the measurement, H is no longer a sum of two blocks. The coherence is then not a single overlap, and the argument does not apply in this form.
